# The Asaro-Tiller-Grinfeld instability: which ripples grow on a stressed surface: verification in Python

```python
"""
Asaro-Tiller-Grinfeld instability of a stressed solid surface.
Result under test: a ripple h = a cos(kx) on a deep isotropic solid under
in-plane stress sigma grows only if its wavelength exceeds
    lambda_c = pi E gamma / ((1 - nu^2) sigma^2).
E: Young modulus, nu: Poisson ratio, gamma: surface energy.
Solid fills y < h(x); tension is positive; mean strain is fixed.
Units: nm and GPa, so that energy per area is GPa nm = J/m^2.
The elastic problem is solved on the true curved surface with a series of
decaying Airy functions; energies come from quadrature over the volume.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

# Rough typical values for a sputtered tantalum film
E, nu, gamma, sigma = 186.0, 0.34, 2.5, -2.0
thickness = 500.0
G = E / (2 * (1 + nu))
lam_c = np.pi * E * gamma / ((1 - nu**2) * sigma**2)
k_c = 2 * np.pi / lam_c

NX = 64
X = 2 * np.pi * np.arange(NX) / NX          # X = k x
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)
DEPTH = 18.0                                # depth of quadrature times k


def stress_basis(x, y, modes):
    """Stresses of decaying biharmonic modes at scaled coordinates x, y."""
    n = np.arange(1, modes + 1)
    x, y = x[..., None], y[..., None]
    e, c, s = np.exp(n * y), np.cos(n * x), np.sin(n * x)
    sxx = np.concatenate([n**2 * e * c, (n**2 * y + 2 * n) * e * c], -1)
    syy = np.concatenate([-n**2 * e * c, -n**2 * y * e * c], -1)
    sxy = np.concatenate([n**2 * e * s, n * (n * y + 1) * e * s], -1)
    return sxx, syy, sxy


def solve_ripple(ka, stress, modes=10):
    """Coefficients that make the curved surface free of traction."""
    slope = -ka * np.sin(X)
    bxx, byy, bxy = stress_basis(X, ka * np.cos(X), modes)
    rows = np.vstack([bxy - slope[:, None] * bxx,
                      byy - slope[:, None] * bxy])
    rhs = np.concatenate([slope * stress, np.zeros(NX)])
    coef = np.linalg.lstsq(rows, rhs, rcond=None)[0]
    residual = np.max(np.abs(rows @ coef - rhs)) / abs(stress)
    assert residual < 1e-6 * ka, residual
    return coef


def density(sxx, syy, sxy, stress, szz_far):
    """Elastic energy density when the ripple adds no strain along z."""
    szz = szz_far + nu * (sxx + syy - stress)
    squares = sxx**2 + syy**2 + szz**2
    cross = sxx * syy + syy * szz + szz * sxx
    return (squares - 2 * nu * cross) / (2 * E) + (1 + nu) / E * sxy**2


def fields(coef, x, y, stress):
    bxx, byy, bxy = stress_basis(x, y, len(coef) // 2)
    return stress + bxx @ coef, byy @ coef, bxy @ coef


def energies(a, lam, stress=sigma, szz_far=sigma, modes=10):
    """Elastic and capillary energy per area relative to the flat state."""
    k = 2 * np.pi / lam
    coef = solve_ripple(k * a, stress, modes)
    top = k * a * np.cos(X)
    half = (top + DEPTH) / 2
    y = -DEPTH + half[:, None] * (NODES + 1)
    xx = np.broadcast_to(X[:, None], y.shape)
    w = density(*fields(coef, xx, y, stress), stress, szz_far)
    w_flat = density(stress, 0.0, 0.0, stress, szz_far)
    elastic = np.mean(half * ((w - w_flat) @ WEIGHTS)) / k
    length = np.mean(np.sqrt(1 + (k * a * np.sin(X))**2))
    return elastic, gamma * (length - 1)


def potential(a, lam, modes=10):
    """Surface value of elastic density plus gamma times curvature."""
    k = 2 * np.pi / lam
    coef = solve_ripple(k * a, sigma, modes)
    w = density(*fields(coef, X, k * a * np.cos(X), sigma), sigma, sigma)
    slope = -k * a * np.sin(X)
    curvature = k**2 * a * np.cos(X) / (1 + slope**2)**1.5
    return w + gamma * curvature, slope


def derivative(f, k):
    n = np.fft.fftfreq(NX, 1 / NX)
    n[NX // 2] = 0
    return np.real(np.fft.ifft(1j * k * n * np.fft.fft(f)))


def rate_diffusion(lam, ka=0.01):
    """Growth rate for unit surface mobility, from the full potential."""
    k = 2 * np.pi / lam
    p, slope = potential(ka / k, lam)
    velocity = derivative(derivative(p, k) / np.sqrt(1 + slope**2), k)
    return 2 * np.mean(velocity * np.cos(X)) / (ka / k)


def rate_exchange(lam, ka=0.01):
    """Growth rate for unit exchange coefficient with a reservoir."""
    k = 2 * np.pi / lam
    p, slope = potential(ka / k, lam)
    velocity = -(p - density(sigma, 0, 0, sigma, sigma))
    velocity = velocity * np.sqrt(1 + slope**2)
    return 2 * np.mean(velocity * np.cos(X)) / (ka / k)


# Critical wavelength from the volume energy, for three states of stress
def energy_zero(stress, szz_far):
    def excess(lam):
        return sum(energies(0.02 * lam / (2 * np.pi), lam, stress, szz_far))
    return brentq(excess, 0.4 * lam_c, 2.5 * lam_c)


lam_biaxial = energy_zero(sigma, sigma)
lam_plane = energy_zero(sigma, nu * sigma)
lam_tension = energy_zero(-sigma, -sigma)
for value in (lam_biaxial, lam_plane, lam_tension):
    assert abs(value / lam_c - 1) < 2e-3      # amplitude terms are (ka)^2

# Stress relief on crests
ka_small = 0.005
coef_small = solve_ripple(ka_small, sigma)
sxx, syy, _ = fields(coef_small, X, ka_small * np.cos(X), sigma)
relief = 2 * np.mean((sxx + syy) * np.cos(X)) / (sigma * ka_small)
assert abs(relief + 2) < 1e-3

# Surface potential is the derivative of the energy, at finite amplitude
lam_t = 1.7 * lam_c
a_t = 0.2 * lam_t / (2 * np.pi)
da = 1e-3 * a_t
slope_energy = (sum(energies(a_t + da, lam_t, modes=14))
                - sum(energies(a_t - da, lam_t, modes=14))) / (2 * da)
slope_potential = np.mean(potential(a_t, lam_t, 14)[0] * np.cos(X))
assert abs(slope_energy / slope_potential - 1) < 1e-4

# Growth laws on both sides of the threshold, and fastest wavelengths
for ratio in (0.5, 0.8, 1.25, 2.0, 4.0):
    k = k_c / ratio
    law_d = gamma * k**3 * (k_c - k)
    law_e = gamma * k * (k_c - k)
    assert abs(rate_diffusion(ratio * lam_c) / law_d - 1) < 5e-3
    assert abs(rate_exchange(ratio * lam_c) / law_e - 1) < 5e-3
limits = (1.02 * lam_c, 4 * lam_c)
scale = rate_diffusion(1.5 * lam_c)
fast_d = minimize_scalar(lambda q: -rate_diffusion(q) / scale,
                         bounds=limits, method="bounded").x
scale_e = rate_exchange(1.5 * lam_c)
fast_e = minimize_scalar(lambda q: -rate_exchange(q) / scale_e,
                         bounds=limits, method="bounded").x
assert abs(fast_d / (4 * lam_c / 3) - 1) < 5e-3
assert abs(fast_e / (2 * lam_c) - 1) < 5e-3


# Independent elastic road: system for displacements and tractions in depth
def depth_matrix(cxx, cyy, cxy, cs):
    """State (k ux, k uy, sxy, syy), derivative with respect to k y."""
    dv = np.array([-cxy / cyy, 0, 0, 1 / cyy])
    return np.array([[0, 1, 1 / cs, 0], dv,
                     np.array([cxx, 0, 0, 0]) + cxy * dv, [0, 0, -1, 0]])


def surface_state(moduli, kh, clamped=True):
    """Surface state under unit shear traction on a layer of depth kh/k."""
    p = expm(depth_matrix(*moduli) * kh)
    columns = p[:, 2:] if clamped else p[:, :2]
    return columns @ np.linalg.solve(columns[2:], [1.0, 0.0])


lame = E * nu / ((1 + nu) * (1 - 2 * nu))
iso = (lame + 2 * G, lame + 2 * G, lame, G)
deep = surface_state(iso, 12.0)
assert abs(deep[0] / (2 * (1 - nu**2) / E) - 1) < 1e-5
for y in (-0.5, -1.5):
    state = expm(depth_matrix(*iso) * y) @ deep
    assert abs(state[2] - (1 + y) * np.exp(y)) < 1e-5
    assert abs(state[3] + y * np.exp(y)) < 1e-5


# Substrate bounds: rigid support and no support
def critical_layer(h, clamped):
    def drive(k):
        return sigma**2 * surface_state(iso, k * h, clamped)[0] - gamma * k
    return 2 * np.pi / brentq(drive, 0.6 * k_c, 1.5 * k_c)


lam_rigid = critical_layer(thickness, True)
lam_free = critical_layer(thickness, False)
h_rigid = gamma * G / sigma**2
kh_grid = np.geomspace(0.01, 10, 80)
softness = np.array([surface_state(iso, q)[0] / q for q in kh_grid])
assert np.all(sigma**2 * softness * 0.98 * h_rigid < gamma)
assert np.any(sigma**2 * softness * 1.02 * h_rigid > gamma)

# Cubic elasticity, (001) surface, rough tantalum constants in GPa
c11, c12, c44 = 265.0, 160.0, 83.0
along_100 = (c11, c11, c12, c44)
along_110 = ((c11 + c12) / 2 + c44, c11, c12, c44)
lam_100, lam_110 = [2 * np.pi * gamma / (sigma**2 * surface_state(m, 12.0)[0])
                    for m in (along_100, along_110)]

# Surface-energy anisotropy gamma(theta) = gamma (1 + eps cos 4 theta)
eps = 0.02
ka = 0.005
tilt = np.arctan(-ka * np.sin(X))
surface = (1 + eps * np.cos(4 * tilt)) / np.cos(tilt)
stiffness = (np.mean(surface) - (1 + eps)) / (ka**2 / 4)
assert abs(stiffness - (1 - 15 * eps)) < 2e-3

# Heating to process temperature on silicon, rough expansion mismatch
T_use, T_room, mismatch = 673.0, 293.0, 4e-6
sigma_thermal = -E / (1 - nu) * mismatch * (T_use - T_room)
lam_hot = lam_c * (sigma / (sigma + sigma_thermal))**2
lam_relaxed = lam_c * (sigma / (sigma / 2))**2

# Kinetics by surface diffusion, assumed rough parameters
D0, volume = 1e-6, 0.018e-27                # m^2/s, m^3 per atom
k_fast = 0.75 * k_c * 1e9


def growth_time(T, barrier):
    kT = const.k * T
    D = D0 * np.exp(-barrier * const.e / kT)
    mobility = D * volume**(4 / 3) / kT
    return 1 / (mobility * gamma * k_fast**3 * (k_c * 1e9 - k_fast))


T_hour = brentq(lambda T: np.log(growth_time(T, 2.5) / const.hour), 600, 3200)

print(f"Young modulus E = {E:.0f} GPa")
print(f"Poisson ratio nu = {nu:.2f}")
print(f"surface energy gamma = {gamma:.2f} J/m^2")
print(f"film stress sigma = {sigma:.2f} GPa")
print(f"film thickness = {thickness:.0f} nm")
print(f"shear modulus G = {G:.1f} GPa")
print(f"critical wavelength, formula = {lam_c:.1f} nm")
print(f"critical wavenumber = {k_c:.5f} 1/nm")
print(f"zero of volume energy, biaxial = {lam_biaxial:.1f} nm")
print(f"zero of volume energy, plane strain = {lam_plane:.1f} nm")
print(f"zero of volume energy, tension = {lam_tension:.1f} nm")
print(f"crest stress change / (sigma k a) = {relief:.4f}")
print(f"fastest wavelength, surface diffusion = {fast_d:.1f} nm")
print(f"fastest wavelength, exchange = {fast_e:.1f} nm")
for lam in (300.0, 600.0):
    el, cap = energies(2.0, lam)
    print(f"2 nm ripple, {lam:.0f} nm: elastic = {el*1e3:.4f} mJ/m^2")
    print(f"2 nm ripple, {lam:.0f} nm: capillary = {cap*1e3:.4f} mJ/m^2")
    print(f"2 nm ripple, {lam:.0f} nm: total = {(el+cap)*1e3:.4f} mJ/m^2")
print(f"critical wavelength, rigid substrate = {lam_rigid:.1f} nm")
print(f"critical wavelength, free underside = {lam_free:.1f} nm")
print(f"stable thickness limit, rigid substrate = {h_rigid:.1f} nm")
print(f"cubic constants C11, C12, C44 = {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"critical wavelength, cubic [100] = {lam_100:.1f} nm")
print(f"critical wavelength, cubic [110] = {lam_110:.1f} nm")
print(f"surface-energy anisotropy eps = {eps:.2f} (no unit)")
print(f"surface stiffness / gamma = {stiffness:.3f} (no unit)")
print(f"critical wavelength with stiffness = {lam_c*stiffness:.1f} nm")
print(f"film strain magnitude = {abs((1-nu)*sigma/E)*100:.2f} percent")
print(f"process temperature = {T_use:.0f} K")
print(f"room temperature = {T_room:.0f} K")
print(f"expansion mismatch = {mismatch*1e6:.1f} 1e-6/K")
print(f"thermal stress on heating = {sigma_thermal:.2f} GPa")
print(f"critical wavelength with thermal stress = {lam_hot:.1f} nm")
print(f"critical wavelength at half stress = {lam_relaxed:.0f} nm")
print(f"diffusion prefactor = {D0*1e4:.2g} cm^2/s")
print(f"atomic volume = {volume*1e27:.3f} nm^3")
for barrier in (2.0, 2.5):
    years = growth_time(T_use, barrier) / const.year
    print(f"growth time at 673 K, barrier {barrier:.1f} eV = {years:.1e} years")
print(f"temperature for 1 hour growth, 2.5 eV = {T_hour:.0f} K")
print("no test failed")
```

Printed output:

```
Young modulus E = 186 GPa
Poisson ratio nu = 0.34
surface energy gamma = 2.50 J/m^2
film stress sigma = -2.00 GPa
film thickness = 500 nm
shear modulus G = 69.4 GPa
critical wavelength, formula = 412.9 nm
critical wavenumber = 0.01522 1/nm
zero of volume energy, biaxial = 413.0 nm
zero of volume energy, plane strain = 413.0 nm
zero of volume energy, tension = 413.0 nm
crest stress change / (sigma k a) = -2.0000
fastest wavelength, surface diffusion = 550.7 nm
fastest wavelength, exchange = 826.0 nm
2 nm ripple, 300 nm: elastic = -0.7956 mJ/m^2
2 nm ripple, 300 nm: capillary = 1.0963 mJ/m^2
2 nm ripple, 300 nm: total = 0.3006 mJ/m^2
2 nm ripple, 600 nm: elastic = -0.3982 mJ/m^2
2 nm ripple, 600 nm: capillary = 0.2741 mJ/m^2
2 nm ripple, 600 nm: total = -0.1241 mJ/m^2
critical wavelength, rigid substrate = 413.0 nm
critical wavelength, free underside = 412.9 nm
stable thickness limit, rigid substrate = 43.4 nm
cubic constants C11, C12, C44 = 265, 160, 83 GPa
critical wavelength, cubic [100] = 393.7 nm
critical wavelength, cubic [110] = 429.9 nm
surface-energy anisotropy eps = 0.02 (no unit)
surface stiffness / gamma = 0.700 (no unit)
critical wavelength with stiffness = 289.1 nm
film strain magnitude = 0.71 percent
process temperature = 673 K
room temperature = 293 K
expansion mismatch = 4.0 1e-6/K
thermal stress on heating = -0.43 GPa
critical wavelength with thermal stress = 280.1 nm
critical wavelength at half stress = 1652 nm
diffusion prefactor = 0.01 cm^2/s
atomic volume = 0.018 nm^3
growth time at 673 K, barrier 2.0 eV = 4.2e+03 years
growth time at 673 K, barrier 2.5 eV = 2.3e+07 years
temperature for 1 hour growth, 2.5 eV = 1804 K
no test failed
```
